# The Lorentz kernel for Chebyshev expansions of Green functions, part 2

We seek the Green function of a large Hermitian matrix $H$ from finitely many Chebyshev moments. The eigenvalues of $H$ lie between $b-a$ and $b+a$. The scaled matrix $\tilde H=(H-b)/a$ has levels $y_j=\cos\alpha_j$, with weights $p_j\ge0$, $\sum_jp_j=1$, in the normalized state $|s\rangle$. Then $G(z)=\sum_jp_j/(z-y_j)$ and $\mu_n=\langle s|T_n(\tilde H)|s\rangle=\sum_jp_j\cos n\alpha_j$. Scaled energies have no unit; at physical energy $E$ the Green function is $G((E-b)/a)/a$.

For $0<|w|<1$ and $z=(w+1/w)/2$,

$$1+2\sum_{n=1}^\infty w^nT_n(y)=\frac{1/w-w}{2(z-y)},\qquad\text{so}\qquad \frac1{z-y}=\frac{2}{1/w-w}\Big[1+2\sum_{n=1}^\infty w^nT_n(y)\Big].\tag{1}$$

With $x=\cos\theta$, $0<\theta<\pi$, and $N\ge2$, the damped Green function is

$$G_N(x)=\frac{-i}{\sin\theta}\,\Phi_N(\theta),\qquad \Phi_N(\theta)=\mu_0+2\sum_{n=1}^{N-1}g_n\mu_ne^{-in\theta}.\tag{4}$$

Its density is $\rho_N=-\mathrm{Im}\,G_N/\pi$. For $\lambda>0$ and $\varepsilon=\lambda/N$, the Lorentz factors $g_n$ and their kernel $S$ are

$$g_n=\frac{c_n}{c_0}=\frac{\sinh[\lambda(1-n/N)]}{\sinh\lambda},\qquad S(\phi)=\frac{\hat S(\phi)}{\tanh\lambda}=P(\phi)\,\frac{\cosh\lambda-\cos N\phi}{\sinh\lambda}.\tag{8}$$

Here $P(\phi)=\sinh\varepsilon/(\cosh\varepsilon-\cos\phi)$ is the Poisson kernel, and $\hat S$, with coefficients $c_n$, minimizes $\max|1-\hat S/P|$ at the value $1/\cosh\lambda$. The kernel $S$ is positive:

$$\tanh\frac\lambda2\;\le\;\frac{S(\phi)}{P(\phi)}\;\le\;\coth\frac\lambda2 .\tag{9}$$

The Fejér factors $1-n/N$ are the limit $\lambda\to0$. An exponential $e^{-n\varepsilon}$ cut after $n=N-1$ can give a negative kernel.

Without truncation, the factors $e^{-n\varepsilon}$ turn $\Phi_N$ into $\Phi_\infty$, and

$$G_\infty(x)\equiv\frac{-i}{\sin\theta}\Phi_\infty(\theta)=\frac{\sin(\theta-i\varepsilon)}{\sin\theta}\;G\big(\cos(\theta-i\varepsilon)\big).\tag{10}$$

For a single level at $y=1$, $\Phi_N$ and $\Phi_\infty$ reduce to $R_N(\theta)=1+2\sum_{n=1}^{N-1}g_ne^{-in\theta}$ and $R_\infty(\theta)=1+2\sum_{n=1}^\infty e^{-n\varepsilon}e^{-in\theta}$, with $\mathrm{Re}\,R_\infty=P$. They differ by

$$R_N(\phi)-R_\infty(\phi)=P(\phi)\Big[\coth\lambda-1-\frac{e^{-iN\phi}}{\sinh\lambda}\Big].$$

The bracket has a modulus of at most $\delta\equiv2/(e^\lambda-1)$.

Q: That is for one level at one end of the spectrum. My Hamiltonian has many levels, and complex errors could add up.

A: They can, but the modulus of their sum never exceeds $\delta$ times $-\mathrm{Im}\,G_\infty$, once the common factor $1/\sin\theta$ is included. With $e^{-in\theta}\cos n\alpha=\tfrac12[e^{-in(\theta-\alpha)}+e^{-in(\theta+\alpha)}]$, both $\Phi_N$ and $\Phi_\infty$ are averages of $R_N$ and $R_\infty$ over levels and their mirror images. The triangle inequality gives

$$|\Phi_N-\Phi_\infty|\le\delta\sum_jp_j\,\tfrac12\big[P(\theta-\alpha_j)+P(\theta+\alpha_j)\big]=\delta\;\mathrm{Re}\,\Phi_\infty .$$

The last equality holds because $P=\mathrm{Re}\,R_\infty$. Dividing by $\sin\theta$, and noting that $-\mathrm{Im}\,G_\infty=\mathrm{Re}\,\Phi_\infty/\sin\theta$,

$$|G_N(x)-G_\infty(x)|\le\frac{2}{e^\lambda-1}\,\big[-\mathrm{Im}\,G_\infty(x)\big].\tag{12}$$

This holds for every spectrum in $[-1,1]$ and every $N\ge2$. It can also be turned into a statement about $G$ itself. Divide $G_N$ by the known factor in (10). Because $-\mathrm{Im}\,G_\infty\le|G_\infty|$, the result approximates $G(\cos(\theta-i\varepsilon))$ with an error of at most $\delta$ relative to the modulus of that Green function.

Q: So the imaginary part of the energy is $\lambda/N$?

A: No. The quantity $\lambda/N$ is the imaginary part of the angle. The complex energy is

$$b+a\cos(\theta-i\varepsilon)=b+a\,x\cosh\varepsilon+i\,a\sqrt{1-x^2}\,\sinh\varepsilon .$$

For small $\varepsilon$ its imaginary part is about $\eta(x)=a(\lambda/N)\sqrt{1-x^2}$. This equals $a\lambda/N$ at the centre of the scaled interval and decreases towards its ends. As $x$ varies, the complex energy moves along half an ellipse instead of a line parallel to the real axis.

Two further differences from a plain shift must be small if we want to write $G_N(x)\approx G(x+i\eta/a)$. The real part moves by $x(\cosh\varepsilon-1)\approx x\varepsilon^2/2$. Compared with the broadening $\varepsilon\sin\theta$ this is $\tfrac12\varepsilon\cot\theta$. The factor in (10) is

$$\frac{\sin(\theta-i\varepsilon)}{\sin\theta}=\cosh\varepsilon-i\cot\theta\,\sinh\varepsilon ,$$

which differs from one by about $\varepsilon|\cot\theta|$ away from the centre. Both corrections are small when $\varepsilon\ll\sin\theta$. At the ends of the interval the plain picture fails: the imaginary part of the energy goes to zero, the real part lies outside $[-1,1]$, and the factor diverges. The bound (12) remains valid for every $0<\theta<\pi$, since it compares $G_N$ with the full expression (10).

Q: I still worry about causality. You have a function on the real axis that is close to a good one. That does not make it a Green function.

A: Let us construct it off the axis. The damped density $\rho_N(x)=\mathrm{Re}\,\Phi_N/(\pi\sin\theta)$ is positive. With $dx=-\sin\theta\,d\theta$, its Chebyshev moments are

$$\int_{-1}^1\rho_N(y)T_m(y)\,dy=\frac1\pi\int_0^\pi\cos m\theta\,\Big[\mu_0+2\sum_{n=1}^{N-1}g_n\mu_n\cos n\theta\Big]d\theta .$$

For integers $m,n\ge1$ the integral of $\cos m\theta\cos n\theta$ over $[0,\pi]$ is $\pi/2$ if $m=n$ and zero otherwise. So the moments are $\mu_0=1$ for $m=0$, then $g_m\mu_m$ for $1\le m\le N-1$, and zero for $m\ge N$.

Now let $z$ be any complex number outside $[-1,1]$. The equation $z=(w+1/w)/2$ has two roots whose product is one. If both had modulus one, $w=e^{i\beta}$ would give $z=\cos\beta$ in $[-1,1]$, which is excluded. So one root lies inside the unit circle. With this $w$ the expansion (1) of $1/(z-y)$ converges uniformly in $y$, and we may integrate it term by term:

$$G_N(z)\equiv\int_{-1}^1\frac{\rho_N(y)}{z-y}\,dy=\frac{2}{1/w-w}\Big[\mu_0+2\sum_{n=1}^{N-1}g_n\mu_nw^n\Big].\tag{13}$$

When $z$ approaches the real point $x=\cos\theta$ from above, $w$ tends to $e^{-i\theta}$. The prefactor becomes $2/(2i\sin\theta)=-i/\sin\theta$, and (13) becomes the $G_N(x)$ we started from. So the computed function is the boundary value of a spectral integral.

Q: What follows from that?

A: Four properties can be read off from the integral in (13).

- $G_N(z)$ is analytic everywhere outside the interval $[-1,1]$.
- For large $|z|$ it behaves as $1/z$, because $\rho_N$ integrates to one.
- For $\mathrm{Im}\,z>0$ its imaginary part is $-\mathrm{Im}\,z\int\rho_N(y)/|z-y|^2\,dy$, which is negative.
- On the real axis, inside the interval, its real part is the principal value

$$\mathrm{Re}\,G_N(x)=\mathrm{P}\!\!\int_{-1}^1\frac{\rho_N(y)}{x-y}\,dy .$$

The last one is the Kramers-Kronig relation. It follows by setting $z=x+i\eta'$ with $\eta'\to0^+$. The real part of $1/(z-y)$ is $(x-y)/[(x-y)^2+\eta'^2]$, which is odd about $y=x$, and $\rho_N$ is smooth there. The region close to $x$ therefore cancels in the limit. For the chain described below, the spectral integral and the closed expression in (13) agree to about $4\times10^{-14}$ at the tested complex energies, and the Kramers-Kronig relation holds to about $5\times10^{-10}$, both in scaled units. The negative sign of $\mathrm{Im}\,G_N$ was also tested on a grid in the upper half plane.

Q: Did any of this need the hyperbolic sine?

A: No. The analyticity, the $1/z$ decay and the Kramers-Kronig relation hold for any real factors with $g_0=1$. The sign of the imaginary part is guaranteed for every spectrum if the kernel is nowhere negative, so the Fejér kernel would do. What the Lorentz factors add is (12): the causal function they produce is also close to the original Green function at a known complex energy. A sharply cut exponential keeps the analyticity, the $1/z$ decay and the Kramers-Kronig relation, but it can lose the sign.

One thing is not preserved. The Green function of a finite matrix has separate poles at its levels, whereas $G_N$ has a density that is smooth inside the interval and diverges as $1/\sin\theta$ at its two ends, where $\mathrm{Re}\,\Phi_N$ stays positive. Its structure is that of a causal Green function with a continuous spectrum.

Q: Show me numbers, with a level where the position in the interval matters.

A: Take an open chain of $101$ sites with the matrix element $-0.1$ hartree between neighbours. The central site has the energy $0.3$ hartree and all others have zero. Choose $a=0.4$ hartree and $b=0$; a diagonalization confirms that all levels fit into the interval. The state $|s\rangle$ is the central site. With $N=256$ and $\lambda=4$ the angular width is $\varepsilon=4/256=0.015625$, and $a\varepsilon=0.00625$ hartree, or $0.170$ eV.

The impurity pushes one level above the band. In an infinite chain with hopping strength $t$ and impurity energy $V$, try amplitudes $\kappa^{|m|}$ with $|\kappa|<1$. Away from the impurity $E=-t(\kappa+1/\kappa)$, and at the impurity $E=V-2t\kappa$. Equating them gives $V=t(\kappa-1/\kappa)$. Since $(\kappa+1/\kappa)^2=(\kappa-1/\kappa)^2+4$, we get

$$E=\sqrt{V^2+4t^2}=\sqrt{0.09+0.04}=0.360555\ \text{hartree}.$$

The positive root applies because $V>0$ requires $\kappa<0$. The level of the finite chain agrees to all printed digits. It lies at $x=0.9014$ and has the weight $0.832$ on the central site.

First consider an energy inside the band, $E=0.1$ hartree, so $x=0.25$ and $\sqrt{1-x^2}=0.968$. The mapped energy is $0.100012+0.006052\,i$ hartree. In units of inverse hartree, the moments give $G_N=-2.480-1.487\,i$. A direct linear solve at the mapped energy, multiplied by the factor in (10), gives $G_\infty=-2.447-1.503\,i$. The difference has the modulus $0.0365$. The bound allows $0.0373\times1.503=0.0561$. These digits belong to the chain of $101$ sites. The spacing of the levels seen by the central site, about $0.01$ hartree, is comparable to the broadening, so the values still depend on the length: for $201$ sites $G_N=-2.520-1.461\,i$ and the difference drops to about $0.004$.

Over $400$ energies across the interval, the largest value of $|G_N-G_\infty|/(-\mathrm{Im}\,G_\infty)$ compares with $\delta$ as follows:

| $\lambda$ | $\delta$ | largest error |
|---|---|---|
| 1 | 1.164 | 1.152 |
| 2 | 0.313 | 0.309 |
| 4 | 0.0373 | 0.0371 |
| 6 | 0.00497 | 0.00496 |

The bound is nearly reached on this grid. As a statement about all spectra it cannot be improved: for a single level at $y=1$ we have $\Phi_N=R_N(\theta)$, and at $\theta=\pi/N$, where $e^{-iN\theta}=-1$, the bracket equals $\delta$ and (12) becomes an equality. At $\lambda=1$ the density is positive, but the result is not a useful approximation to the shifted Green function.

Q: And the level at $x=0.9$?

A: Its broadening should be $\eta=0.00625\times\sqrt{1-0.9014^2}=0.00271$ hartree, less than half of $a\varepsilon$. To compare this with a measured width we need the shape of the peak. For an isolated level with $\sin\alpha\gg\varepsilon$, set $\theta-\alpha=\varepsilon u$ and neglect the mirror image. The kernel (8) becomes

$$S\approx\frac{2}{\varepsilon\sinh\lambda}\;\frac{\cosh\lambda-\cos\lambda u}{1+u^2}.$$

The maximum is at $u=0$. Indeed, $1-\cos\lambda u\le\lambda^2u^2/2\le(\cosh\lambda-1)u^2$, which says that the last fraction is nowhere larger than $\cosh\lambda-1$. Half height is therefore reached where

$$\frac{\cosh\lambda-\cos\lambda u}{1+u^2}=\frac{\cosh\lambda-1}{2}.$$

For $\lambda=4$ the solution is $u=1.0546$, against $u=1$ for a pure Lorentzian. Since $|dE|=a\sin\theta\,|d\theta|$, the half width in energy is $u\eta=1.0546\times0.002706=0.002854$ hartree. The half width measured on the computed density is $0.002855$ hartree, or $0.078$ eV; the ratio to the prediction is $1.0549/1.0546$. A single level at $x=0$, treated in the same way, has the half width $1.0547\,\varepsilon$ in scaled energy.

The uniform imaginary part can be tested at the same level. The Green function at $E+i\eta$ differs from $G_N$ by $4\%$ of $|G_N|$. With the uniform value $a\varepsilon$ in place of $\eta$ the difference is $55\%$. This excludes the reading of $\lambda/N$ as a constant imaginary energy.

Q: How would I choose $\lambda$ and $N$?

A: Choose $\lambda$ from the error you accept in (12), and then $N$ from the resolution. For an imaginary part $\eta$ of the energy at the scaled energy $x$ one needs $N\approx a\lambda\sqrt{1-x^2}/\eta$. The half width of an isolated peak is $u\eta$, with the factor $u$ from the half-height equation above. This factor is about $1.05$ at $\lambda=4$, but about $2.9$ at $\lambda=1$. Increasing $\lambda$ at fixed $N$ tightens the relative bound (12), although the distance to $G_\infty$ at a single energy need not shrink at every step. The price is that $G_\infty$ itself becomes broader.

Q: Can I count levels with it?

A: Yes, with a limitation. For a matrix of dimension $D$, use $\mu_n=\mathrm{tr}\,T_n(\tilde H)/D$, which gives every level the weight $1/D$. Integrating the density from $-1$ to $x=\cos\theta$ gives the smoothed number of levels below $x$:

$$D\int_{-1}^x\rho_N(y)\,dy=\frac D\pi\Big[\pi-\theta-2\sum_{n=1}^{N-1}g_n\mu_n\frac{\sin n\theta}{n}\Big].$$

Positivity ensures that this count never decreases with $x$. The tails are the limitation. A level at an angular distance $\phi$ from the boundary, with $\varepsilon\ll\phi\ll1$, far from the ends of the interval so that the mirror image can be dropped, and with $\lambda$ large enough that (9) allows $S\approx P$, puts a fraction of about $\int_\phi^\infty\varepsilon/(\pi\phi'^2)\,d\phi'=\varepsilon/(\pi\phi)$ on the wrong side. This falls off slowly, and it is the price of imitating a complex energy: a Green function at a complex energy has these tails too. The numerical output below lists the results of the program.

## Values computed for the example and the checks

```
Chain: 101 sites, hopping 0.1 Ha, impurity 0.3 Ha
Scale a = 0.4 Ha, N = 256, lambda = 4.0
Angular width eps = lambda/N = 0.015625 rad
Nominal width a*eps at interval centre = 0.006250 Ha = 0.1701 eV
g_1 = 0.984486, exp(-n eps) = 0.984496
g_64 = 0.367091, exp(-n eps) = 0.367879
g_128 = 0.132901, exp(-n eps) = 0.135335
g_192 = 0.043064, exp(-n eps) = 0.049787
g_255 = 0.000573, exp(-n eps) = 0.018604
Minimax problem: N = 8, lambda = 3.0
  optimum deviation, linear program = 0.099328
  1/cosh(lambda) = 0.099328
  largest difference of damping factors = 7.8e-16
Kernel minimum, Lorentz = 0.007531
  lower bound tanh(lambda/2)tanh(eps/2) = 0.007531
Kernel minimum, cut exponential = -0.010899
Chain, N = 256: lambda, bound 2/(e^lambda-1), largest error,
  smallest and largest density ratio (all without unit)
  1  1.16395  1.15182  0.46756  2.14822
  2  0.31304  0.30930  0.76339  1.30790
  4  0.03731  0.03712  0.96429  1.03661
  6  0.00497  0.00496  0.99509  1.00487
Integral of damped density = 1.0000000000
Spectral-integral error (scaled G) = 4.2e-14
Kramers-Kronig error (scaled G) = 4.9e-10
Energy in band E = 0.1 Ha, x = 0.2500
  mapped complex energy = 0.100012 + 0.006052 i Ha
  G_N   = -2.47996 -1.48698 i 1/Ha
  G_inf = -2.44722 -1.50304 i 1/Ha
  |G_N - G_inf| = 0.03646 1/Ha
  allowed by bound = 0.05609 1/Ha
Impurity level = 0.360555 Ha, x = 0.901388
  infinite-chain formula = 0.360555 Ha
  weight on impurity site = 0.832050
  local width a*eps*sqrt(1-x^2) = 0.002706 Ha
  measured half width = 0.002855 Ha = 0.0777 eV
Width factor u = 1.05455
  measured/(a eps sqrt(1-x^2)) = 1.05491
  single level at x=0: measured/eps = 1.05471
Relative miss at impurity level, local width = 0.0405
Relative miss at impurity level, uniform width = 0.5512
```
